# High-Velocity Stopping in an Electron Gas: Plasmons and Pairs: a numerical check

```python
"""
Stopping of a heavy charge Z with velocity v in a uniform electron gas.
Result under test (Hartree atomic units):
    S = (Z wp / v)^2 L,   L -> ln(2 v^2 / wp),
    plasmon share ln(qs v / wp),  pair share ln(2 v / qs),
each share corrected by -(3 vF^2/5 + n fxc) / (2 v^2).
wp: plasma frequency, kF = vF: Fermi wavevector and velocity, n: density,
qc: wavevector where the plasmon enters the pair continuum,
qs: effective dividing wavevector, fxc: exchange-correlation kernel.
kernel = 0 is RPA; kernel = 1 is exchange-only adiabatic LDA.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

rs = 2.0
Z = 1.0
density = 3 / (4 * np.pi * rs**3)
kF = (3 * np.pi**2 * density) ** (1 / 3)
wp = np.sqrt(4 * np.pi * density)
fx = -np.pi / kF**2
TINY = 1e-300
Q_LOW = 0.02          # pair strength below this wavevector is negligible


def unit_gauss(count):
    x, w = np.polynomial.legendre.leggauss(count)
    return (x + 1) / 2, w / 2


X_Q, W_Q = unit_gauss(80)
X_W, W_W = unit_gauss(300)


def clustered(a, b, power, x, w):
    """Nodes between a and b, crowded towards a; positive weights."""
    return a + (b - a) * x**power, abs(b - a) * power * x**(power - 1) * w


def polarization(q, omega):
    """Lindhard epsilon - 1 in closed form."""
    z, u = q / (2 * kF), omega / (q * kF)

    def g(y):
        return (1 - y * y) * (np.log(abs(y + 1) + TINY)
                              - np.log(abs(y - 1) + TINY))
    real = 0.5 + (g(z - u) + g(z + u)) / (8 * z)
    imag = np.pi / (8 * z) * (np.maximum(0, 1 - (z - u)**2)
                              - np.maximum(0, 1 - (z + u)**2))
    return (real + 1j * imag) / (np.pi * kF * z * z)


def polarization_slope(q, omega):
    """Frequency derivative of epsilon - 1 above the pair continuum."""
    z, u = q / (2 * kF), omega / (q * kF)

    def dg(y):
        return 2 - 2 * y * np.log(abs((y + 1) / (y - 1)))
    slope = (dg(z + u) - dg(z - u)) / (8 * z)
    return slope / (np.pi * kF * z * z) / (q * kF)


def screening(q, kernel):
    """Factor 1 - G(q), with G the local-field factor."""
    return 1 + kernel * fx * q * q / (4 * np.pi)


def pair_fraction(q, v, kernel):
    """Part of the f-sum rule held by pairs with omega < q v."""
    low = max(0.0, q * q / 2 - q * kF)
    high = min(q * v, q * q / 2 + q * kF)
    if high <= low:
        return 0.0
    omega, weight = clustered(high, low, 4, X_W, W_W)
    p = polarization(q, omega)
    loss = np.imag(p / (1 + screening(q, kernel) * p))
    return 2 / (np.pi * wp**2) * np.sum(weight * omega * loss)


def plasmon(q, kernel):
    """Plasmon frequency and its part of the f-sum rule."""
    edge = q * q / 2 + q * kF
    s = screening(q, kernel)

    def denominator(d):
        return 1 + s * polarization(q, edge + d).real
    omega = edge + brentq(denominator, 1e-13, 3 * wp, xtol=1e-15)
    return omega, 2 * omega / (wp**2 * s * s * polarization_slope(q, omega))


def merging_wavevector(kernel):
    def at_edge(q):
        omega = (q * q / 2 + q * kF) * (1 + 1e-13)
        return 1 + screening(q, kernel) * polarization(q, omega).real
    return brentq(at_edge, 0.1, 1.9 * kF)


def dividing_wavevector(qc, kernel):
    q, w = clustered(qc, Q_LOW, 2, X_Q, W_Q)
    taken = [pair_fraction(k, np.inf, kernel) for k in q]
    return qc * np.exp(-np.sum(w * np.array(taken) / q))


def stopping_numbers(v, qc, kernel):
    """Plasmon and pair parts of L by direct integration."""
    qmin = brentq(lambda q: plasmon(q, kernel)[0] - q * v,
                  0.5 * wp / v, 0.999 * qc)
    q, w = clustered(qc, qmin, 2, X_Q, W_Q)
    l_pl = np.sum(w * np.array([plasmon(k, kernel)[1] for k in q]) / q)
    l_pair = 0.0
    pieces = [(qc, Q_LOW, 2), (qc, 2 * kF, 2),
              (2 * kF, 2 * (v - kF), 1), (2 * (v - kF), 2 * (v + kF), 1)]
    for a, b, power in pieces:
        q, w = clustered(a, b, power, X_Q, W_Q)
        f = np.array([pair_fraction(k, v, kernel) for k in q])
        l_pair += np.sum(w * f / q)
    return qmin, l_pl, l_pair


# --- closed Lindhard response against the momentum integral -------------
count = 200000
k = -kF + 2 * kF * (np.arange(count) + 0.5) / count
column = (kF**2 - k**2) / (4 * np.pi**2)
for q, omega in [(0.6, 0.3), (0.6, 1.5), (2.5, 3.0)]:
    energy = q * q / 2 + q * k
    wc = omega + 1e-3j
    chi = np.sum(column * (1 / (wc - energy) - 1 / (wc + energy)))
    direct = -4 * np.pi / q**2 * chi * 2 * kF / count
    closed = polarization(q, omega)
    assert abs(direct - closed) < 0.01 * abs(closed)

# --- f-sum rule from separately computed strengths -----------------------
merge = [merging_wavevector(m) for m in (0, 1)]
sum_rows = []
for kernel in (0, 1):
    for q in (0.3, 0.6, 1.2, 3.0):
        f_pl = plasmon(q, kernel)[1] if q < merge[kernel] else 0.0
        f_pair = pair_fraction(q, np.inf, kernel)
        assert abs(f_pl + f_pair - 1) < 1e-3
        if kernel == 0:
            sum_rows.append((q, f_pl, f_pair))
growth = pair_fraction(0.1, np.inf, 0) / pair_fraction(0.05, np.inf, 0)
assert abs(growth / 16 - 1) < 0.15      # fourth power of q

# --- single-pole gas: force of a wake growing in time --------------------
# Each density mode is an oscillator driven from time zero by the charge.
# Weak damping is removed by linear extrapolation.
pole_wp, pole_v = 1.0, 2.0
dt, dq = 0.025, 0.005
tau = (np.arange(8000) + 0.5) * dt
damping = np.array([np.exp(-0.05 * tau), np.exp(-0.10 * tau)])
wake = np.zeros(2)
for q in (np.arange(1200) + 0.5) * dq:
    wq = np.sqrt(pole_wp**2 + q**4 / 4)
    x = q * pole_v * tau
    bessel = (np.sin(x) / x - np.cos(x)) / x
    wake += q / wq * (damping @ (np.sin(wq * tau) * bessel)) * dt * dq
wake *= 2 * pole_v**2 / np.pi
wake_number = 2 * wake[0] - wake[1]
pole_number = np.arccosh(pole_v**2 / pole_wp)
assert abs(wake_number / pole_number - 1) < 0.01

# --- binary collisions: classical trajectories, repulsive unit charge ----
hit_v = 4.0


def momentum_transfer(b):
    def motion(t, s):
        dx, dz = s[0], s[1] - hit_v * t
        r3 = (dx * dx + dz * dz) ** 1.5
        return [s[2], s[3], dx / r3, dz / r3]
    end = 100.0
    run = solve_ivp(motion, (-end, end), [b, 0, 0, 0], method="DOP853",
                    rtol=1e-10, atol=1e-12)
    assert run.success
    return np.hypot(run.y[2, -1], run.y[3, -1])


b_near, b_far = 0.03, 1.0
xb, wb = unit_gauss(14)
span = np.log(b_far / b_near)
b_nodes = b_near * np.exp(span * xb)
transfers = np.array([momentum_transfer(b) for b in b_nodes])
collision = np.sum(wb * span * 2 * np.pi * b_nodes**2 * transfers**2 / 2)
q_near, q_far = momentum_transfer(b_near), momentum_transfer(b_far)
from_loss = 4 * np.pi / hit_v**2 * np.log(q_near / q_far)
head_on = momentum_transfer(0.001) / hit_v
assert abs(collision / from_loss - 1) < 2e-3
assert abs(head_on / 2 - 1) < 2e-3

# --- full stopping integral against the logarithm and its split ----------
speeds = (3.0, 5.0, 10.0, 20.0)
divide = [dividing_wavevector(merge[m], m) for m in (0, 1)]
results = {}
for kernel in (0, 1):
    shift = 3 * kF**2 / 5 + kernel * density * fx
    for v in speeds:
        qmin, l_pl, l_pair = stopping_numbers(v, merge[kernel], kernel)
        results[kernel, v] = (qmin, l_pl, l_pair)
        if v >= 10:
            half = shift / (2 * v * v)
            qs = divide[kernel]
            assert abs(l_pl - np.log(qs * v / wp) + half) < 1e-3
            assert abs(l_pair - np.log(2 * v / qs) + half) < 1e-3
            total_law = np.log(2 * v * v / wp) - 2 * half
            assert abs(l_pl + l_pair - total_law) < 1e-3
kernel_change = sum(results[1, 5.0][1:]) - sum(results[0, 5.0][1:])
kernel_law = -density * fx / 25
assert abs(kernel_change - kernel_law) < 1e-3

# --- worked example and printed numbers ----------------------------------
hartree_ev = const.value("Hartree energy in eV")
bohr_angstrom = const.value("Bohr radius") * 1e10
to_ev_angstrom = hartree_ev / bohr_angstrom
v = 10.0
energy_mev = (const.m_p / const.m_e) * v * v / 2 * hartree_ev / 1e6
qmin, l_pl, l_pair = results[0, v]
prefactor = (Z * wp / v) ** 2
bethe = np.log(2 * v * v / wp)
print(f"r_s = {rs:.1f} bohr, Z = {Z:.0f}")
print(f"density n = {density:.6f} bohr^-3")
print(f"Fermi velocity = k_F = {kF:.4f} a.u.")
print(f"omega_p = {wp:.4f} hartree = {wp * hartree_ev:.2f} eV")
print(f"proton: v = {v:.0f} a.u., energy = {energy_mev:.3f} MeV")
print(f"v/c = {v * const.fine_structure:.4f}, Z/v = {Z / v:.2f}")
print("f-sum fractions in RPA: q (1/bohr), plasmon, pairs, sum")
for q, a, b in sum_rows:
    print(f"  {q:.1f}  {a:.5f}  {b:.5f}  {a + b:.5f}")
print(f"pair fraction ratio, q = 0.10 over q = 0.05: {growth:.2f}")
print(f"single-pole gas, omega_p = {pole_wp:.0f} hartree, v = {pole_v:.0f} a.u.:")
print(f"  L from growing wake = {wake_number:.4f}")
print(f"  L from arcosh = {pole_number:.4f}")
print(f"  L from logarithm = {np.log(2 * pole_v**2 / pole_wp):.4f}")
print(f"trajectories at v = {hit_v:.0f} a.u., b = {b_near} to {b_far} bohr:")
print(f"  energy-loss cross section = {collision:.5f} hartree bohr^2")
print(f"  same from loss function = {from_loss:.5f} hartree bohr^2")
print(f"  nearly head-on momentum transfer / v = {head_on:.4f}")
for m, name in enumerate(("RPA", "ALDA exchange")):
    print(f"{name}: q_c = {merge[m]:.4f}, q* = {divide[m]:.4f} 1/bohr")
print(f"q* for equal shares = {np.sqrt(2 * wp):.4f} 1/bohr")
print("columns: v (a.u.), L_plasmon, L_pair, L, ln(2v^2/omega_p), plasmon %")
for m, name in enumerate(("RPA", "ALDA exchange")):
    print(name)
    for speed in speeds:
        _, a, b = results[m, speed]
        log = np.log(2 * speed**2 / wp)
        print(f"  {speed:4.0f} {a:.4f} {b:.4f} {a + b:.4f} {log:.4f}"
              f" {100 * a / (a + b):.1f}")
print(f"kernel change of L at v = 5 a.u.: {kernel_change:.5f}")
print(f"  predicted by -n f_xc/v^2: {kernel_law:.5f}")
print("proton at v = 10 a.u., RPA:")
print(f"  plasmon threshold q_min = {qmin:.5f} 1/bohr")
print(f"  omega_p/v = {wp / v:.5f} 1/bohr, 2v = {2 * v:.0f} 1/bohr")
print(f"  ln(q* v/omega_p) = {np.log(divide[0] * v / wp):.4f}")
print(f"  ln(2v/q*) = {np.log(2 * v / divide[0]):.4f}")
print(f"  correction to L = {-3 * kF**2 / (5 * v * v):.5f}")
print(f"  (Z omega_p/v)^2 = {prefactor:.6f} hartree/bohr")
print(f"  S plasmon = {prefactor * l_pl:.6f} hartree/bohr")
print(f"  S pairs = {prefactor * l_pair:.6f} hartree/bohr")
full = prefactor * (l_pl + l_pair)
print(f"  S full = {full:.6f} hartree/bohr = {full * to_ev_angstrom:.4f} eV/A")
simple = prefactor * bethe
print(f"  S logarithm = {simple:.6f} hartree/bohr"
      f" = {simple * to_ev_angstrom:.4f} eV/A")
print("no test failed")
```

Printed output:

```
r_s = 2.0 bohr, Z = 1
density n = 0.029842 bohr^-3
Fermi velocity = k_F = 0.9596 a.u.
omega_p = 0.6124 hartree = 16.66 eV
proton: v = 10 a.u., energy = 2.498 MeV
v/c = 0.0730, Z/v = 0.10
f-sum fractions in RPA: q (1/bohr), plasmon, pairs, sum
  0.3  0.99567  0.00433  1.00000
  0.6  0.83408  0.16592  1.00000
  1.2  0.00000  1.00000  1.00000
  3.0  0.00000  1.00000  1.00000
pair fraction ratio, q = 0.10 over q = 0.05: 16.33
single-pole gas, omega_p = 1 hartree, v = 2 a.u.:
  L from growing wake = 2.0605
  L from arcosh = 2.0634
  L from logarithm = 2.0794
trajectories at v = 4 a.u., b = 0.03 to 1.0 bohr:
  energy-loss cross section = 2.09714 hartree bohr^2
  same from loss function = 2.09780 hartree bohr^2
  nearly head-on momentum transfer / v = 1.9997
RPA: q_c = 0.6996, q* = 0.6466 1/bohr
ALDA exchange: q_c = 0.6664, q* = 0.6193 1/bohr
q* for equal shares = 1.1067 1/bohr
columns: v (a.u.), L_plasmon, L_pair, L, ln(2v^2/omega_p), plasmon %
RPA
     3 1.1204 2.1953 3.3156 3.3808 33.8
     5 1.6525 2.7274 4.3799 4.4024 37.7
    10 2.3541 3.4291 5.7832 5.7887 40.7
    20 3.0494 4.1243 7.1736 7.1750 42.5
ALDA exchange
     3 1.0833 2.2444 3.3277 3.3808 32.6
     5 1.6115 2.7726 4.3840 4.4024 36.8
    10 2.3115 3.4727 5.7842 5.7887 40.0
    20 3.0064 4.1675 7.1739 7.1750 41.9
kernel change of L at v = 5 a.u.: 0.00416
  predicted by -n f_xc/v^2: 0.00407
proton at v = 10 a.u., RPA:
  plasmon threshold q_min = 0.06141 1/bohr
  omega_p/v = 0.06124 1/bohr, 2v = 20 1/bohr
  ln(q* v/omega_p) = 2.3569
  ln(2v/q*) = 3.4318
  correction to L = -0.00552
  (Z omega_p/v)^2 = 0.003750 hartree/bohr
  S plasmon = 0.008828 hartree/bohr
  S pairs = 0.012859 hartree/bohr
  S full = 0.021687 hartree/bohr = 1.1152 eV/A
  S logarithm = 0.021708 hartree/bohr = 1.1163 eV/A
no test failed
```
